# Defect Local Modes: Sum Rules, Supercell Folding and Participation Ratio

## The decision

A supercell vibration calculation has given a high frequency at a light impurity, and it must be decided whether to report it as a local mode or to pay for a larger cell. Three settings bear on this: the displacement step, the treatment of the translational sum rule, and the cell size. One low participation ratio does not settle the matter, and neither does one frequency above the host band. The evidence is a participation ratio, averaged over each degenerate level, that stays constant as the cell grows.

The vibrations are classical and harmonic, about a structure with zero forces, with the periodicity of the supercell (its $\Gamma$ point). Long-range polar forces are left out. Atomic units are used, with masses in u ($1\,\mathrm{u}=1822.9\,m_e$) and frequencies in cm$^{-1}$.

## A model in which each claim can be followed

The host is a diamond lattice with bond length $r_0=4.4$ bohr, mass $m=28$ u and energy

$$E=\sum_{\rm bonds}\frac{3\alpha}{8r_0^2}(b^2-r_0^2)^2+\sum_{\rm angles}\frac{3\beta}{8r_0^2}\left(\mathbf b_k\cdot\mathbf b_l+\frac{r_0^2}{3}\right)^2 .$$

Here $\mathbf b_k$ points from the central atom of an angle to neighbour $k$, $\alpha=0.030$ and $\beta=0.009$ hartree/bohr². An impurity of mass $m'=12$ u has $\alpha'=0.032$ on its four bonds and $\beta'=0.012$ on the six angles centred on it. These are round model parameters. Every bracket vanishes in the ideal lattice, so no relaxation is needed, and no harmonic eigenvalue can be negative.

With $\boldsymbol\delta_k=\mathbf u_k-\mathbf u_c$, the displacement of neighbour $k$ relative to the centre, the brackets are linearized to give the harmonic energy

$$V=\sum_{\rm bonds}\frac{3\alpha}{2}(\hat{\mathbf b}\cdot\boldsymbol\delta)^2+\sum_{\rm angles}\frac{3\beta}{8r_0^2}(\mathbf b_l\cdot\boldsymbol\delta_k+\mathbf b_k\cdot\boldsymbol\delta_l)^2. \tag{1}$$

## Choosing the displacement step

Let $i,j$ label Cartesian coordinates. Displacing $j$ by $\pm h$ gives

$$F_i(\pm h)=\mp h\Phi_{ij}-\frac{h^2}{2}\Phi_{ijj}\mp\frac{h^3}{6}\Phi_{ijjj}+\dots$$

The quadratic term cancels in the difference:

$$-\frac{F_i(h)-F_i(-h)}{2h}=\Phi_{ij}+\frac{h^2}{6}\Phi_{ijjj}+\dots \tag{2}$$

Independent force errors of standard deviation $\sigma$ add an error $\sqrt2\,\sigma/(2h)=\sigma/(\sqrt2h)$. A small step therefore amplifies force noise, and a large one admits anharmonicity.

For the impurity's own force constant, displace it by $u$ along $x$. A bond bracket becomes $-2b_xu+u^2$ and an angle bracket $-(b_{k,x}+b_{l,x})u+u^2$. Each squared bracket contains $u^4$, whose fourth derivative is 24. Angles centred on neighbours are linear in $u$ inside the bracket and give no $u^4$. Thus

$$\Phi_{0000}=24\cdot\frac{3}{8r_0^2}(4\alpha'+6\beta')=\frac{36\alpha'+54\beta'}{r_0^2}=0.093 .$$

For $h=0.02$ bohr the step error is $(4\times10^{-4}/6)(0.093)=6\times10^{-6}$ hartree/bohr². With $\sigma=2\times10^{-6}$ hartree/bohr the noise is $7\times10^{-5}$, about ten times larger. The two are equal when $h^3=6\sigma/(\sqrt2\,\Phi_{0000})$, or $h\approx0.045$ bohr. In this situation a smaller step would make the result worse.

## Why the sum rule fails

A uniform translation produces no force, so $\sum_j\Phi_{ij}=0$ when $j$ runs over all atoms for one displacement direction. Newton's third law gives a different sum: for each displaced atom the forces on all atoms add to zero. Even noise-free forces therefore do not guarantee the sum over displaced atoms at finite $h$.

The impurity row shows this. By (2), its $xx$ sum has the error $(h^2/6)\sum_j\Phi_{0jjj}$.

- A bond energy depends on $u_e-u_c$, so its contributions from $j=c$ and $j=e$ cancel.
- The six angles centred on the impurity contribute $6\times24$ times $3\beta'/(8r_0^2)$.
- The impurity is an end atom in twelve angles centred on neighbours. If the end moves by $e$ and the centre by $u$, the quartic part of the squared bracket is $(u^2-eu)^2=u^4-2eu^3+e^2u^2$. The derivative $\partial_e\partial_u^3$ is $-12$, so these angles contribute $-12\times12$ times $3\beta/(8r_0^2)$.

The sum is $144\cdot3(\beta'-\beta)/(8r_0^2)=54(\beta'-\beta)/r_0^2$, and the error is

$$\frac{9h^2(\beta'-\beta)}{r_0^2}=\frac{9(0.02)^2(0.003)}{(4.4)^2}=5.58\times10^{-7}\ \text{hartree/bohr}^2 .$$

The finite-difference forces give this value, and a quarter of it at half the step.

## What the sum-rule setting should do

Let $S=(\Phi+\Phi^T)/2$ be the symmetrized matrix. Let the three columns of $T$ be uniform translations along $x,y,z$, each with entries $1/\sqrt N$, and let $Q=1-TT^T$. The recommended correction is

$$\Phi'=QSQ. \tag{3}$$

It is symmetric, and $QT=0$ gives $\Phi'T=0$.

It is also the closest such matrix. Let $X$ be any symmetric matrix with $XT=0$, so that $X=QXQ$. By cyclic invariance of the trace and $Q^2=Q$,

$$\operatorname{tr}[X(S-QSQ)]=\operatorname{tr}(XS)-\operatorname{tr}(QXQS)=0 .$$

Since $QSQ-X$ is itself an allowed matrix, it is orthogonal to $S-QSQ$, and

$$\|S-X\|^2=\|S-QSQ\|^2+\|QSQ-X\|^2, \tag{4}$$

where $\|A\|^2=\operatorname{tr}(A^TA)$. The right side is smallest at $X=QSQ$. The antisymmetric part discarded earlier is orthogonal to every symmetric matrix, so the result is also nearest to the raw $\Phi$. If $X$ is the true force-constant matrix, (4) shows that the projection cannot increase the total error in this norm. An individual frequency carries no such guarantee.

In $3\times3$ atomic blocks, with $r_i=\sum_jS_{ij}$,

$$\Phi'_{ij}=S_{ij}-\frac{r_i+r_j^T}{N}+\frac{1}{N^2}\sum_k r_k .$$

The correction is spread thinly over all pairs. The alternative of subtracting $r_i$ from the diagonal block $S_{ii}$ restores the row sum, but $r_i$ is in general not a symmetric block, so the symmetry of the matrix is lost.

Masses enter afterwards, through $D=M^{-1/2}\Phi'M^{-1/2}$, with eigenvalues $\lambda=\omega^2$. Since $DM^{1/2}T=M^{-1/2}\Phi'T=0$, the acoustic eigenvectors are proportional to $\sqrt{m_i}$. The uniform vectors $T$ thus belong to $\Phi$, before mass weighting. One corrected $\Phi'$ then serves every isotope.

## What counts as the host band

The host's upper band edge follows from (1). Set $\mathbf u=\mathbf v$ on one sublattice and $\mathbf u=-\mathbf v$ on the other, and let $\mathbf d=\mathbf v_a-\mathbf v_c$ on a bond. Then

$$[\hat{\mathbf b}\cdot(\mathbf v_a+\mathbf v_c)]^2=2(\hat{\mathbf b}\cdot\mathbf v_a)^2+2(\hat{\mathbf b}\cdot\mathbf v_c)^2-(\hat{\mathbf b}\cdot\mathbf d)^2 .$$

The four bonds at an atom satisfy $\sum\hat{\mathbf b}\hat{\mathbf b}^T=\frac43\mathbf 1$, so the bond energy is $4\alpha\sum|\mathbf v|^2-\frac{3\alpha}{2}\sum_{\rm bonds}(\hat{\mathbf b}\cdot\mathbf d)^2$.

Up to sign, the linearized angle bracket is $2(\mathbf b_k+\mathbf b_l)\cdot\mathbf v_c+(\mathbf b_l\cdot\mathbf d_k+\mathbf b_k\cdot\mathbf d_l)$. Its square has three parts.

- The first term squared uses $\sum_{k<l}(\mathbf b_k+\mathbf b_l)(\mathbf b_k+\mathbf b_l)^T=\frac83r_0^2\mathbf 1$. It gives $\frac{32}{3}r_0^2|\mathbf v_c|^2$ per centre.
- The cross term uses $\sum_{l\ne k}\mathbf b_l=-\mathbf b_k$ and $\sum_{l\neq k}\mathbf b_l\mathbf b_l^T=\frac43r_0^2\mathbf 1-\mathbf b_k\mathbf b_k^T$. It is $4\sum_k[\frac43r_0^2\mathbf d_k\cdot\mathbf v_c-2(\mathbf b_k\cdot\mathbf d_k)(\mathbf b_k\cdot\mathbf v_c)]$. Adding the two centres of each bond gives $-\frac{16}{3}r_0^2|\mathbf d|^2+8(\mathbf b\cdot\mathbf d)^2$ per bond.
- The last term squared, by $(x+y)^2\le2x^2+2y^2$, is at most $\frac{16}{3}r_0^2|\mathbf d|^2-4(\mathbf b\cdot\mathbf d)^2$ per bond.

Multiplying by $3\beta/(8r_0^2)$ and adding the bond energy,

$$V\le4(\alpha+\beta)\sum|\mathbf v|^2-\frac32(\alpha-\beta)\sum_{\rm bonds}(\hat{\mathbf b}\cdot\mathbf d)^2 .$$

For $\beta\le\alpha$ the maximum is reached at uniform $\mathbf v$, the optical mode at $\Gamma$. With $V=\frac12m\lambda\sum|\mathbf u|^2$,

$$\lambda_{\rm top}=\frac{8(\alpha+\beta)}m,\qquad \omega_{\rm top}=542.6\ \text{cm}^{-1}. \tag{5}$$

A cubic cell of $n^3$ conventional cubes has $N=8n^3$ atoms. It admits $4n^3$ primitive-cell wave vectors, each with six modes. These $24n^3=3N$ orthogonal waves exhaust the supercell's $\Gamma$ modes. This is folding: the supercell lists ordinary band modes at its $\Gamma$ point. For 216 atoms the eigenvalues agree with the separately computed Bloch ones within $10^{-7}$ of $\lambda_{\rm top}$.

## Participation ratio without basis dependence

For a normalized eigenvector $e$ of $D$, the weight on atom $i$ is $p_i=\sum_ae_{ia}^2$, and

$$P=\frac1{\sum_ip_i^2},\qquad \sum_ip_i=1. \tag{6}$$

Equal weights on $s$ atoms give $P=s$. In a $g$-fold level, however, the eigensolver may return any orthonormal basis, and $P$ changes with it. The remedy is to average first:

$$\bar p_i=\frac1g\sum_{s=1}^g\sum_a(e^{(s)}_{ia})^2,\qquad P=\frac1{\sum_i\bar p_i^2}. \tag{7}$$

Here $g\bar p_i$ is the trace of the level's projector over atom $i$, which no rotation of the basis alters. In the perfect host a symmetry operation carries any atom to any other and leaves the projector unchanged. All $\bar p_i$ are then equal to $1/N$, and $P=N$ for every complete level.

A single state $e=\sum_sc_se^{(s)}$ is less constrained. The Cauchy–Schwarz inequality gives $p_i\le g\bar p_i=g/N$. Hence $\sum p_i^2\le(g/N)\sum p_i=g/N$, and $P\ge N/g$.

A longitudinal wave $\cos(2\pi x/a)$ on one sublattice alone, with $a$ the cubic lattice constant, is an example. On its sites the cosine is $\pm1$, so $P=N/2=108$ in the 216-atom host, although the wave fills the crystal. The numerical check confirms that it is an eigenvector. Its energy per moving atom from (1) is $2\alpha u^2$ from bonds, $\beta u^2$ from angles centred on moving atoms and $3\beta u^2$ from the others. Thus $\lambda=(4\alpha+8\beta)/m$, or 425.7 cm$^{-1}$.

A search within all host levels found a state with $P=70$ in a 24-fold level at 229.6 cm$^{-1}$. The bound there is 9, and the search does not prove 70 to be the minimum. The level average is 216.

Near-degenerate modes need the same care: noise can split a level and select an arbitrary basis. They should be averaged together if their spacing is comparable with the numerical error.

## When a local mode must exist

Move only the impurity, by $\mathbf d$. The four bonds give $2\alpha'd^2$ and its own six angles $\beta'd^2$. In the twelve neighbour-centred angles the bracket is $\mathbf b_l\cdot\mathbf d$, where $\mathbf b_l$ is one of the neighbour's three other bonds. For each neighbour the squares sum to $\frac43r_0^2d^2-(\mathbf b\cdot\mathbf d)^2$, with $\mathbf b$ the bond to the impurity. Over four neighbours this is $(\frac{16}3-\frac43)r_0^2d^2=4r_0^2d^2$, an energy $\frac32\beta d^2$. Setting the total equal to $\frac12kd^2$,

$$k=4\alpha'+2\beta'+3\beta=0.128+0.024+0.027=0.179\ \text{hartree/bohr}^2 .$$

The largest eigenvalue is at least the Rayleigh quotient of any trial vector, so $\lambda_{\max}\ge k/m'$. This gives 627.8 cm$^{-1}$, above the band edge. Since the bound holds for every cell size, the mode cannot sink into the band as the cell grows. The condition $k/m'>\lambda_{\rm top}$ is sufficient, not necessary.

To see that such a mode is localized, write the defect problem as

$$(\lambda M_0-\Phi_0)\mathbf u=(\Delta\Phi-\lambda\Delta M)\mathbf u ,$$

where $0$ denotes the host. The right side is confined to the region where the defect changes masses or force constants. Outside the host spectrum the inverse of $\lambda-D_0(\mathbf q)$ is a smooth periodic function of $\mathbf q$; for short-ranged forces it is analytic, and its Fourier transform decays exponentially with distance. The mode therefore has a finite extent and $P$ converges. A gap mode follows the same argument. Inside a band the inverse is singular and the argument fails. In-band resonances need a spectral analysis in large cells and are not classified here.

| $N$ | Local $\omega$ (cm$^{-1}$) | Local $P$ | Next $\omega$ (cm$^{-1}$) | Next $P$ |
|---:|---:|---:|---:|---:|
| 64 | 685.33 | 1.554 | 541.00 | 61.2 |
| 216 | 685.32 | 1.554 | 542.21 | 210.6 |
| 512 | 685.32 | 1.554 | 542.47 | 503.9 |

The local triplet is converged at 64 atoms. The next level has $P$ close to $N$ throughout: it is a folded band mode. Such fast convergence belongs to this short-ranged model and a mode far above the band. A real defect may also have relaxation strain that changes with cell size.

## A frequency above the band that is not local

Now keep the host force constants and change one mass to $m'=(1-\varepsilon)m$. With $w=\sqrt m\,u$ and $\Pi_0$ the projector on the defect atom,

$$(\lambda-D_0)w=\varepsilon\lambda\,\Pi_0w .$$

Multiply by $(\lambda-D_0)^{-1}$ and take the defect-atom components. Cubic site symmetry makes the inverse's diagonal block isotropic. The equivalence of all atoms makes it equal to the trace divided by $3N$:

$$1=\varepsilon\lambda G(\lambda),\qquad G(\lambda)=\frac1{3N}\sum_s\frac1{\lambda-\lambda_s}. \tag{8}$$

Above the band, $\lambda G$ falls steadily to 1. In a finite cell it starts from infinity, because the optical triplet lies at $\lambda_{\rm top}$. Every $0<\varepsilon<1$ therefore gives a mode above the host band. In the infinite crystal the denominator near the edge varies as $q^2$, and the volume element $q^2dq$ keeps the integral finite. A local mode then requires

$$\varepsilon>\varepsilon_c=\frac1{\lambda_{\rm top}G(\lambda_{\rm top})}\approx0.18 .$$

The two wave-vector meshes gave 0.184 and 0.182. In this model the mass must fall below about 23 u.

A 27 u defect has $\varepsilon=1/28=0.036$, well below the threshold. Its top triplet nevertheless lies above the band by 0.177, 0.054 and 0.023 cm$^{-1}$ in the three cells, with $P/N$ above 0.99 each time. To trace this, separate the optical triplet in (8), with $\delta=\lambda-\lambda_{\rm top}$ and $G_r$ the remaining sum:

$$G\approx\frac1{N\delta}+G_r,\qquad \delta\approx\frac{\varepsilon\lambda_{\rm top}/N}{1-\varepsilon\lambda_{\rm top}G_r}.$$

Using the infinite-crystal value $\lambda_{\rm top}G_r\approx1/\varepsilon_c$ and $\Delta\omega\approx\omega\delta/(2\lambda)$, for 512 atoms

$$\Delta\omega\approx\frac{542.6\times0.0357}{2\times512\times(1-0.20)}=0.024\ \text{cm}^{-1},$$

close to the computed 0.023. The shift vanishes as $1/N$ while $P$ grows as $N$.

For a pure 12 u mass defect, $\varepsilon=0.571$ is far above threshold. The 216-atom cell and the dense-mesh solution of (8) both give 660.9 cm$^{-1}$. The stiffer impurity force constants account for the rise to 685.3.

## A check through isotope substitution

For an eigenvector, $\mathbf u^T(\Phi-\lambda M)\mathbf u=0$. Differentiate with respect to $m'$ at fixed $\Phi$. Terms with $d\mathbf u$ vanish because $(\Phi-\lambda M)\mathbf u=0$, leaving

$$\frac{d\lambda}{dm'}\,\mathbf u^TM\mathbf u=-\lambda|\mathbf u_0|^2,\qquad \frac{d\ln\omega}{d\ln m'}=-\frac{p_0}2, \tag{9}$$

since $p_0=m'|\mathbf u_0|^2/\mathbf u^TM\mathbf u$ and $\ln\omega=\frac12\ln\lambda$. The small isotope response thus measures the impurity weight. Here $p_0=0.796$, and the directly computed slope is $-0.398$.

Replacing 12 u by 13 u lowers the mode by 21.2 cm$^{-1}$, to 664.1. Setting $p_0=1$ in (9) at the same starting frequency would give $685.3[(12/13)^{1/2}-1]=-26.9$ cm$^{-1}$. A host held rigid also has $p_0=1$, but its frequency is $\sqrt{k/m'}=627.8$ cm$^{-1}$, so its shift is $-24.6$ cm$^{-1}$. Keeping $p_0=0.796$ over the whole step gives $685.3[(12/13)^{0.398}-1]=-21.5$ cm$^{-1}$. By (9), the smaller computed shift means that the average weight over the step is slightly below 0.796.

## What force noise does

One set of random force errors, with the $\sigma$ and $h$ used above, was added in the 216-atom cell. The frequencies below belong to this single sample; another sample would give different shifts and splittings. Before projection the acoustic frequencies were $9.2i$, 6.1 and 10.8 cm$^{-1}$. The model has no unstable mode, so the imaginary value is an artefact. Its size can be estimated: the acoustic Rayleigh quotient is the sum of $N^2$ force constants divided by the total mass, about $Nm$. Independent errors sum to $N\sigma/(\sqrt2h)$, so

$$\lambda\sim\frac{\sigma}{\sqrt2\,hm}=\frac{7.1\times10^{-5}}{28\times1822.9}=1.4\times10^{-9},$$

or about 8 cm$^{-1}$. This estimate is first order in the noise and independent of $N$, so a larger cell does not reduce it. At second order the noise also couples each translation to the other $3N-3$ modes. This lowers $\lambda$ by a sum with more terms as $N$ grows, so in much larger cells the error exceeds the estimate.

Projection brought the acoustic frequencies below $10^{-5}$ cm$^{-1}$. The mean local frequency stayed at 685.49 cm$^{-1}$, 0.17 above the noise-free value, and the triplet remained split by 0.32. Zero acoustic frequencies therefore show that the sum rule holds, not that the other force constants are accurate. The largest row-sum error was $2.5\times10^{-3}$ hartree/bohr². Repairing the diagonal alone would have left block asymmetries of up to $2.9\times10^{-3}$.

## Guidance for the settings

1. Relax until the forces vanish within the intended accuracy. Use central differences and compare two steps. If force noise dominates, improve the forces or enlarge the step.
2. Choose a sum-rule option that symmetrizes and projects $\Phi$ before mass weighting. Inspect the size of the correction, since projection can hide poor forces.
3. Take the band edge from the perfect host with the same forces, including wave vectors outside the defect cell's folded set.
4. Average weights over complete or nearly degenerate levels before computing $P$.
5. Repeat with at least one larger cell. Outside the host bands, constant $P$ and a steady frequency indicate a local mode; $P\propto N$ indicates a folded band mode. If $P$ is still changing between these limits, enlarge the cell again.

The numerical output below gives the values at higher precision.

## Calculated quantities

```
bond length 4.4 bohr; host mass 28.0 u; impurity mass 12.0 u
host alpha, beta: 0.03, 0.009 hartree/bohr^2
impurity alpha, beta: 0.032, 0.012 hartree/bohr^2
step 0.02 bohr: impurity sum-rule error 5.5785e-07 hartree/bohr^2
step 0.01 bohr: impurity sum-rule error 1.3946e-07 hartree/bohr^2
host band top 542.628 cm^-1
step for noise-free force constants 0.001 bohr
216-atom host: largest folding error / top eigenvalue 8.6e-08
one-sublattice host wave: 425.67 cm^-1, P 108.00 atoms
host level with lowest single-state P: 229.55 cm^-1, g = 24
  level-averaged P 216.000 atoms
  lowest single-state P found 70.06, bound N/g 9.00 atoms
impurity self-force constant 0.1790 hartree/bohr^2
variational lower bound 627.827 cm^-1
N=64: local 685.327 cm^-1, P 1.5544 atoms, impurity weight 0.7960
  next level 541.003 cm^-1, g = 3, P 61.2 atoms
N=216: local 685.322 cm^-1, P 1.5541 atoms, impurity weight 0.7961
  next level 542.212 cm^-1, g = 3, P 210.6 atoms
N=512: local 685.322 cm^-1, P 1.5541 atoms, impurity weight 0.7961
  next level 542.465 cm^-1, g = 3, P 503.9 atoms
critical eps, 12^3 and 24^3 meshes: 0.1841, 0.1817
eps for 27.0 u: 0.0357; for 12.0 u: 0.5714
27.0 u, N=64: 0.1772 cm^-1 above band, P/N 0.9975
27.0 u, N=216: 0.0537 cm^-1 above band, P/N 0.9987
27.0 u, N=512: 0.0229 cm^-1 above band, P/N 0.9992
mass defect only, 12.0 u: 216 atoms 660.941 cm^-1, infinite 660.941 cm^-1
d ln(omega)/d ln(m) -0.39806; -weight/2 -0.39806
13 u local mode 664.125 cm^-1; shift from 12 u -21.198 cm^-1
rigid-host isotope shift -26.886 cm^-1
force error 2e-06 hartree/bohr, step 0.02 bohr, 216 atoms
largest sum-rule error 2.534e-03 hartree/bohr^2
diagonal-only repair: block asymmetry 2.925e-03 hartree/bohr^2
acoustic before (negative = imaginary): -9.245 6.065 10.828 cm^-1
largest acoustic after projection 6.5e-06 cm^-1
mean local mode before 685.490, after 685.489 cm^-1
local triplet splitting after projection 0.316 cm^-1
```
